# Phonon-pumping damping of a perpendicularly magnetized film, part 1

(Sections cited here and not found follow in the second part.)

## From uniform precession to an emitted shear wave

**Q.** You say that a film magnetized along its normal can lose its precession energy as sound. But if the whole film precesses in step, the motion has no wavelength. What is there to launch a wave?

**A.** The faces of the film, as the stress will show. Let the film fill \(0<z<d\), with a free face at \(z=0\) and a very thick substrate at \(z>d\). The unit vector along the magnetization is \((m_x,m_y,m_z)\), with \(m_z\simeq1\) and small \(m_x,m_y\) that do not depend on position. The film is wide, so the displacement \((u_x,u_y,u_z)\) depends on \(z\) and time alone.

For a cubic crystal with its axes along \(x,y,z\), the magnetoelastic energy density is

\[
E_{\rm me}=b_1\sum_i m_i^2e_{ii}+2b_2\sum_{i<j}m_im_je_{ij},\qquad
e_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i).
\]

A prime denotes \(\partial_z\). The nonzero strains are \(e_{zz}=u_z'\), \(e_{xz}=u_x'/2\) and \(e_{yz}=u_y'/2\). The factor 2 in the energy cancels the one half in the shear strains:

\[
E_{\rm me}=b_1m_z^2u_z'+b_2m_z(m_xu_x'+m_yu_y').
\]

**Q.** The first term contains longitudinal strain. Why should only transverse sound matter?

**A.** Because \(m_z^2=1-m_x^2-m_y^2\). The first term is therefore a static stress plus a part of second order in the precession amplitude. The shear term is of first order. I keep the first order, set \(m_z=1\) there, and write \(b\) for \(b_2\):

\[
E_{\rm me}\to b\,(m_xu_x'+m_yu_y').
\]

This is a small-angle theory. It also leaves out the turning of the crystal axes with the lattice, whose size I can give for a real film.

**Q.** Now show me the force.

**A.** The elastic energy density of shear is \(\mu(u_x'^2+u_y'^2)/2\), where \(\mu\) is the shear modulus. Stress is the derivative of energy density with respect to strain, so for the \(x\) component

\[
\sigma_x=\frac{\partial}{\partial u_x'}\left[\tfrac12\mu u_x'^2+bm_xu_x'\right]=\mu u_x'+bm_x .
\]

The \(y\) component is the same with \(y\) for \(x\). With film density \(\rho\), Newton's law is

\[
\rho\ddot u_x=\sigma_x'=\mu u_x'' ,
\]

since \(m_x\) is uniform and \(bm_x\) has no gradient. You are right that the interior is not pushed. At the free face, however, the total stress must vanish, which gives \(\mu u_x'(0)=-bm_x\). At the buried face the total stress must be continuous:

\[
\mu u_x'(d^-)+bm_x=\mu_su_x'(d^+),
\]

where \(\mu_s\) is the substrate modulus. The elastic stress thus jumps by \(bm_x\). An external force \(F\) per area on a plane would make it jump by \(-F\), because the stress difference and \(F\) must add to zero on a plane without mass. The magnetization therefore acts as a force \(+bm_x\) per area on the free face and \(-bm_x\) on the buried face. The wavelength is set by the frequency and the elastic medium, not by a pattern in the magnetization.

**Q.** There are two displacement components and two magnetization components. Must I solve everything twice?

**A.** No, because the precession is circular. I use \(\gamma>0\) and the Landau–Lifshitz–Gilbert equation

\[
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}.
\]

Let \(B_0\) be \(\mu_0\) times the static field strength \(H\) inside the film, along \(z\). For an applied field \(B_{\rm ext}\) it is \(B_0=B_{\rm ext}-\mu_0M_s\), where \(M_s\) is the saturation magnetization, because a film magnetized along its normal has the demagnetizing field \(-\mu_0M_s\). A uniform in-plane component of the magnetization produces no demagnetizing field in a wide film. Without damping,

\[
\mathbf m\times\mathbf B=(m_yB_0,\,-m_xB_0,\,0),
\]

so \(\dot m_x=-\gamma B_0m_y\) and \(\dot m_y=\gamma B_0m_x\). Define \(m=m_x-im_y\). Then

\[
\dot m=-\gamma B_0m_y-i\gamma B_0m_x=-i\gamma B_0(m_x-im_y)=-i\gamma B_0m .
\]

Thus \(m\propto e^{-i\omega t}\) with \(\omega=\gamma B_0\). The elastic equations have real coefficients and are the same for \(x\) and \(y\), so \(u=u_x-iu_y\) obeys them with \(m\) as the source. Here \(|m|\) is the actual, constant length of the transverse part, and no real part has to be taken.

**Q.** Then solve for the wave. I would like to see what an unmatched substrate does before you assume a matched one.

**A.** Let \(c=\sqrt{\mu/\rho}\) be the shear speed in the film, \(k=\omega/c\), and \(Z=\rho c\) the acoustic impedance. Then

\[
\mu k=\rho c^2\,\frac{\omega}{c}=Z\omega .
\]

The substrate has density \(\rho_s\), speed \(c_s\), impedance \(Z_s=\rho_sc_s\) and wave number \(k_s=\omega/c_s\). Let \(r=Z_s/Z\). "Acoustically matched" means \(r=1\); the two speeds need not be equal.

In the film, \(u''+k^2u=0\), so \(u=A\cos kz+D\sin kz\). The free-face condition is \(\mu kD=-bm\), which gives

\[
D=-q,\qquad q=\frac{bm}{Z\omega}.
\]

In the substrate the wave must travel away from the film. With the time factor \(e^{-i\omega t}\) this is \(u=Te^{ik_s(z-d)}\), and its stress at the interface is \(i\mu_sk_sT=iZ_s\omega T\).

Write \(C=\cos kd\) and \(S=\sin kd\). Continuity of displacement gives

\[
T=AC-qS .
\]

Continuity of stress gives

\[
Z\omega(-AS-qC)+bm=iZ_s\omega T .
\]

Divide by \(Z\omega\), use \(bm/(Z\omega)=q\), and insert \(T\):

\[
-AS+q(1-C)=ir(AC-qS).
\]

Collecting the terms in \(A\) gives

\[
A(S+irC)=q\,[(1-C)+irS].
\]

Now put this into \(T\), over the common denominator:

\[
T=q\,\frac{C(1-C)+irSC-S^2-irSC}{S+irC}.
\]

The terms with \(ir\) cancel, and \(C-C^2-S^2=C-1\). The emitted amplitude is

\[
T=-\frac{bm}{Z\omega}\,\frac{1-\cos kd}{\sin kd+ir\cos kd}.
\]

**Q.** How much energy does this wave carry?

**A.** For a wave moving toward \(+z\) in the substrate, \(u_x\) depends on \(z-c_st\), so \(u_x'=-\dot u_x/c_s\). Its stress is \(\mu_su_x'=-Z_s\dot u_x\), because \(\mu_s/c_s=\rho_sc_s\). The power per area passed toward \(+z\) is minus stress times velocity, namely \(Z_s\dot u_x^2\). Adding the \(y\) component gives

\[
P=Z_s(\dot u_x^2+\dot u_y^2)=Z_s\omega^2|T|^2 .
\]

There is no factor one half from a time average: the displacement turns on a circle, so its speed is constant.

For real \(r\), the squared modulus of the denominator of \(T\) is \(\sin^2kd+r^2\cos^2kd\). Therefore

\[
P=\frac{b^2|m|^2}{Z}\,
\frac{r(1-\cos kd)^2}{\sin^2kd+r^2\cos^2kd}.
\]

The factor \(r/Z\) comes from \(Z_s/Z^2\).

**Q.** A power is not yet a damping constant. How do you turn one into the other?

**A.** By asking which Gilbert constant would dissipate the same power. Collect the two terms of the Landau–Lifshitz–Gilbert equation:

\[
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf X,\qquad
\mathbf X=\mathbf B-\frac{\alpha}{\gamma}\dot{\mathbf m}.
\]

A cross product is perpendicular to each of its factors, so \(\dot{\mathbf m}\cdot\mathbf X=0\), which means

\[
\mathbf B\cdot\dot{\mathbf m}=\frac{\alpha}{\gamma}|\dot{\mathbf m}|^2 .
\]

The magnetic energy per area changes at the rate \(-M_sd\,\mathbf B\cdot\dot{\mathbf m}\). For small circular precession \(|\dot{\mathbf m}|^2=\omega^2|m|^2\), so the loss is

\[
P_{\rm G}=\frac{M_sd}{\gamma}\,\alpha\,\omega^2|m|^2 .
\]

Setting \(P_{\rm G}=P\) cancels \(|m|^2\). Define the dimensionless coupling

\[
\epsilon=\frac{\gamma b^2}{M_sd\,Z\omega^2}.
\]

Then the phonon-pumping damping is

\[
\alpha_{\rm ph}=\epsilon\,
\frac{r(1-\cos kd)^2}{\sin^2kd+r^2\cos^2kd}.
\]

**Q.** And for the matched substrate?

**A.** With \(r=1\) the denominator is one. Since \(1-\cos kd=2\sin^2(kd/2)\),

\[
\boxed{\alpha_{\rm ph}=\frac{4\gamma b^2}{M_sd\,\rho c\,\omega^2}\,
\sin^4\!\left(\frac{kd}{2}\right)}
\]

It vanishes when \(kd/2=n\pi\) with \(n=1,2,\dots\). With the transverse wavelength in the film \(\lambda=2\pi/k\), this is \(d=n\lambda\).

**Q.** I distrust a zero that comes from a trigonometric identity. Which waves cancel?

**A.** Three waves do. For \(r=1\) the denominator of \(T\) is \(\sin kd+i\cos kd=ie^{-ikd}\). Hence

\[
T=iq\,e^{ikd}(1-\cos kd)
=iq\left[e^{ikd}-\tfrac12-\tfrac12e^{2ikd}\right],
\]

where I used \(\cos kd=(e^{ikd}+e^{-ikd})/2\). Each term can be found separately.

The force \(+bm\) on the free face launches a wave \(ae^{ikz}\). The face condition is \(iZ\omega a=-bm\), so \(a=iq\). On reaching the buried face this wave has acquired the factor \(e^{ikd}\), which gives the first term.

The force \(-bm\) on the buried face has matched material on both sides, so it launches equal waves up and down. If their amplitude is \(a'\), the jump of elastic stress is \(2iZ\omega a'\). It must equal \(+bm\), so \(a'=-iq/2\). The downward wave is the second term.

The upward wave reflects at the free face. There the stresses of the incident and reflected waves must cancel. They travel in opposite directions, so their strains have opposite signs when their displacements are equal. The displacement thus reflects without a change of sign. After a path \(2d\) this wave gives the third term.

At \(d=\lambda\) all phase factors are one, and the bracket is \(1-\tfrac12-\tfrac12=0\). At \(d=\lambda/2\) the first phase factor is \(-1\) and the last is \(+1\), so the bracket is \(-1-\tfrac12-\tfrac12=-2\), and the three waves add.

**Q.** So the cancellation needs a matched substrate. Otherwise the buried face would reflect, and there would be many more waves.

**A.** There are more waves, but the zeros remain. Look again at the general formula. At \(kd=2\pi n\) the numerator vanishes, while the denominator is \(r^2\), which is not zero for a real substrate. Matching is needed for the simple \(\sin^4\) law, not for the zeros.

The displacement shows why. At \(kd=2\pi n\) the equation for \(A\) becomes \(irA=0\). Thus \(A=0\), and the film contains

\[
u=-q\sin kz .
\]

This vanishes at both faces. The total stress is

\[
\mu u'+bm=-Z\omega q\cos kz+bm=bm(1-\cos kz),
\]

which also vanishes at both faces. The film moves inside, but it neither displaces nor pushes its surroundings.

**Q.** At half a wavelength \(\sin kz\) also vanishes at both faces. Why is there no zero there?

**A.** Because the stress does not vanish. At \(kz=\pi\) the expression \(bm(1-\cos kz)\) equals \(2bm\). A substrate at rest cannot balance that, so \(\sin kz\) alone is not a solution, and the interface must move. The condition is a whole wavelength because displacement and total stress must vanish together.

**Q.** Does your argument even need the free upper face?

**A.** Not for the zeros. Bond a nonmagnetic cap to the film. The field \(-q\sin kz\) in the film, with the cap and the substrate at rest, still meets every condition of continuity. The thickness that counts is then that of the uniformly precessing layer, without the cap. The formula for \(\alpha_{\rm ph}\) away from the zeros does use the free face, and a cap changes it.

## The back-acting field, the linewidth and a real film

**Q.** Before I raise the next objection, remind me what is fixed.

**A.** The film has thickness \(d\), magnetization \(M_s\), density \(\rho\), shear speed \(c\), modulus \(\mu=\rho c^2\) and impedance \(Z=\rho c\). The substrate impedance is \(rZ\). The precession is \(m=m_x-im_y\propto e^{-i\omega t}\), the displacement is \(u=u_x-iu_y\), and \(k=\omega/c=2\pi/\lambda\). The linear magnetoelastic constant is \(b\), and

\[
q=\frac{bm}{Z\omega},\qquad
\epsilon=\frac{\gamma b^2}{M_sdZ\omega^2}.
\]

With \(C=\cos kd\) and \(S=\sin kd\), the displacements of the free and buried faces are

\[
u(0)=A=q\,\frac{(1-C)+irS}{S+irC},\qquad
u(d)=T=-q\,\frac{1-C}{S+irC}.
\]

Energy balance gave \(\alpha_{\rm ph}=\epsilon(1-C)^2\) for \(r=1\), which is \(4\epsilon\sin^4(kd/2)\).

**Q.** My objection is that you chose \(\alpha\) to fit the lost power. That does not show that the lattice acts on the magnetization as Gilbert damping does.

**A.** Then let us find the field with which the lattice acts back. The magnetoelastic energy per area is

\[
b\int_0^d(m_xu_x'+m_yu_y')\,dz
=b\,[m_x\Delta u_x+m_y\Delta u_y],\qquad \Delta u=u(d)-u(0).
\]

For a uniformly precessing film, the effective field is minus the derivative of this energy with respect to \(m_x\) or \(m_y\), divided by the moment per area \(M_sd\). In the complex notation, \(h=h_x-ih_y\) is

\[
h=-\frac{b}{M_sd}\,\Delta u .
\]

For \(r=1\) the denominator is \(S+iC=ie^{-ikd}\), and \((1-C)+iS=1-e^{-ikd}\). Therefore

\[
u(0)=\frac{q(1-e^{-ikd})}{ie^{-ikd}}=-iq(e^{ikd}-1)=iq(1-e^{ikd}),
\]

\[
u(d)=iq(1-C)e^{ikd}.
\]

Subtracting gives

\[
\Delta u=iq\left[(2-C)e^{ikd}-1\right].
\]

The real part of the bracket is \(2C-C^2-1=-(1-C)^2\), and the imaginary part is \(S(2-C)\). Multiplying by \(i\),

\[
\Delta u=-q\left[S(2-C)+i(1-C)^2\right].
\]

The two minus signs cancel in \(h\). With \(q=bm/(Z\omega)\),

\[
h=\frac{b^2m}{M_sdZ\omega}\left[S(2-C)+i(1-C)^2\right].
\]

Energy balance has given the phonon-pumping damping and its zeros at \(d=n\lambda\), and the field \(h\) with which the lattice acts back on the magnetization has been found for a matched substrate. It remains to identify which part of \(h\) is damping, and to work out the linewidth and the numbers for a real film.
